# Hostler's Dimensional Recursion for the Coulomb Green's Function: test program

```python
# Result under test: for H_D = -1/2 Laplacian - Z/r in D dimensions and
# (H_D - E) G_D = delta, the Green's function depends only on
#   u = r1 + r2  and  v = |r1 - r2| (distance of the points),
# and  G_{D+2} = -(1/(2 pi v)) dG_D/dv  at fixed u.
# Half a step is  G_D(u,v) = integral dz G_{D+1}(u, sqrt(v^2+z^2)), z real.
# k = sqrt(-2E), nu = Z/k.  Hartree atomic units throughout.
from functools import lru_cache
import numpy as np
import sympy as sp
from mpmath import mp
from scipy.linalg import solve_banded
from scipy.special import eval_gegenbauer, gamma

Z = 1
k = 3
nu = mp.mpf(Z) / k
a = 1 - nu
energy = -k**2 / 2


def factors(u, v):
    """A, A', B, B' with A(z)=z U(a,2,z) at k(u+v), B(z)=z 1F1(a,2,z) at k(u-v)."""
    zx, zy = k * (u + v), k * (u - v)
    return (zx * mp.hyperu(a, 2, zx), nu * mp.hyperu(a, 1, zx),
            zy * mp.hyp1f1(a, 2, zy), mp.hyp1f1(a, 1, zy))


def green1(u, v):
    A, dA, B, dB = factors(u, v)
    return mp.gamma(a) / k * mp.exp(-k * u) * A * B


def green3(u, v):
    A, dA, B, dB = factors(u, v)
    return mp.gamma(a) * mp.exp(-k * u) * (A * dB - dA * B) / (2 * mp.pi * v)


def green5(u, v):
    A, dA, B, dB = factors(u, v)
    ddA = dA - nu * A / (k * (u + v))
    ddB = dB - nu * B / (k * (u - v))
    Q1 = k * (dA * B - A * dB)
    Q2 = k**2 * (ddA * B - 2 * dA * dB + A * ddB)
    return (mp.gamma(a) / k * mp.exp(-k * u) / (4 * mp.pi**2)
            * (Q2 / v**2 - Q1 / v**3))


def half_step_down(green_upper, u, v, step=0.4, tau_max=72.0):
    """Integral over z = v sinh(tau) by the trapezoidal rule."""
    total = green_upper(u, mp.mpf(v)) * v
    for j in range(1, int(round(tau_max / step)) + 1):
        V = v * mp.cosh(j * step)
        total += 2 * green_upper(u, V) * V
    return total * step


# ---- independent road: separation in hyperspherical coordinates ----
@lru_cache(maxsize=None)
def channel(two_mu, r_small, r_large):
    """Reduced radial Green's function with index mu = l + D/2 - 1."""
    mu = mp.mpf(two_mu) / 2
    value = (mp.gamma(mu + 0.5 - nu) / (k * mp.gamma(2 * mu + 1))
             * mp.whitm(nu, mu, 2 * k * r_small)
             * mp.whitw(nu, mu, 2 * k * r_large))
    return float(mp.re(value))


def angular(D, l, c):
    """Sum over the degenerate angular functions of degree l."""
    if D == 2:
        return 1 / (2 * np.pi) if l == 0 else np.cos(l * np.arccos(c)) / np.pi
    sphere = 2 * np.pi**(D / 2) / gamma(D / 2)
    return (2 * l + D - 2) / (D - 2) / sphere * eval_gegenbauer(l, D / 2 - 1, c)


def partial_wave_sum(D, r_small, r_large, c, l_max):
    total = sum(channel(2 * l + D - 2, r_small, r_large) * angular(D, l, c)
                for l in range(l_max + 1))
    return total / (r_small * r_large)**((D - 1) / 2)


def grid_channel(D, l, N=201):
    """Radial equation solved on cells; source at r=1.0, value at r=0.6."""
    h = 0.4 / N
    n = int(8 / h)
    r = (np.arange(n) + 0.5) * h
    face = (np.arange(n + 1) * h)**(D - 1) / (2 * h**2)
    local = l * (l + D - 2) / (2 * r**2) - Z / r - energy
    bands = np.zeros((3, n))
    bands[1] = face[:-1] + face[1:] + r**(D - 1) * local
    bands[0, 1:] = -face[1:-1]
    bands[2, :-1] = -face[1:-1]
    source = np.zeros(n)
    source[(5 * N - 1) // 2] = 1 / h
    return solve_banded((1, 1), bands, source)[(3 * N - 1) // 2]


def rel(p, q):
    return abs(float(p) / float(q) - 1)


# ---- the pair of wave equations is carried from D to D+2 by d/ds, s=v^2 ----
us, ss, Ds, Zs, ks = sp.symbols("u s D Z k")
F = sp.Function("F")(us, ss)


def eq_A(f, D):
    return (sp.diff(f, us, 2) + 4 * ss * sp.diff(f, ss, 2)
            + 4 * us * sp.diff(f, us, ss) + 2 * D * sp.diff(f, ss) - ks**2 * f)


def eq_B(f, D):
    return (2 * (ss - us**2) * sp.diff(f, us, ss)
            + (D - 1) * sp.diff(f, us) + 2 * Zs * f)


for eq in (eq_A, eq_B):
    assert sp.expand((sp.diff(eq(F, Ds), ss)
                      - eq(sp.diff(F, ss), Ds + 2)).doit()) == 0

# ---- geometry of the example ----
r1, r2, cos12 = 0.6, 1.0, 0.6
u = r1 + r2
v = float(np.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * cos12))
q1, q2 = 0.5, 1.1
cos_q = (q1**2 + q2**2 - v**2) / (2 * q1 * q2)

# ---- both wave equations hold separately for the closed D=3 function ----
Fu = mp.diff(green3, (u, v), (1, 0))
Fv = mp.diff(green3, (u, v), (0, 1))
Fuu = mp.diff(green3, (u, v), (2, 0))
Fvv = mp.diff(green3, (u, v), (0, 2))
Fuv = mp.diff(green3, (u, v), (1, 1))
F0 = green3(u, v)
res_A = Fuu + Fvv + 2 * u / v * Fuv + 2 / v * Fv - k**2 * F0
res_B = (v**2 - u**2) / v * Fuv + 2 * Fu + 2 * Z * F0
assert abs(res_A / (k**2 * F0)) < 1e-7 and abs(res_B / (2 * Z * F0)) < 1e-7

# ---- radial channels against the grid solution ----
grid_dev = 0.0
for D, l in ((2, 0), (2, 1), (3, 0), (4, 0), (5, 1)):
    exact_channel = channel(2 * l + D - 2, r1, r2) / (r1 * r2)**((D - 1) / 2)
    grid_dev = max(grid_dev, rel(grid_channel(D, l), exact_channel))
assert grid_dev < 2e-4   # second-order grid with a 1/r singularity
seed_dev = rel(green1(u, r2 - r1), r1 * r2 * grid_channel(3, 0))
assert seed_dev < 2e-4

# ---- angular derivative raises D by two and lowers l by one ----
for D in (2, 3, 4):
    for l in range(1, 6):
        d = 1e-5
        slope = (angular(D, l, 0.3 + d) - angular(D, l, 0.3 - d)) / (2 * d)
        assert abs(slope - 2 * np.pi * angular(D + 2, l - 1, 0.3)) < 1e-6

# ---- the ladder against the partial-wave sums, two geometries ----
G1 = green1(u, v)
G = {2: half_step_down(green3, u, v), 3: green3(u, v),
     4: half_step_down(green5, u, v), 5: green5(u, v)}
waves, waves_q = {}, {}
for D in G:
    waves[D] = partial_wave_sum(D, r1, r2, cos12, 50)
    waves_q[D] = partial_wave_sum(D, q1, q2, cos_q, 35)
    assert rel(G[D], waves[D]) < 1e-6
    assert rel(G[D], waves_q[D]) < 1e-6

# ---- the recursion itself by numerical differentiation ----
step3 = -mp.diff(lambda t: green1(u, t), v) / (2 * mp.pi * v)
step5 = -mp.diff(lambda t: green3(u, t), v) / (2 * mp.pi * v)
assert rel(step3, G[3]) < 1e-8 and rel(step5, G[5]) < 1e-8
d = 0.01
g2 = {j: half_step_down(green3, u, v + j * d) for j in (-2, -1, 1, 2)}
slope2 = (g2[-2] - 8 * g2[-1] + 8 * g2[1] - g2[2]) / (12 * d)
step4 = -slope2 / (2 * mp.pi * v)
assert rel(step4, G[4]) < 2e-6   # five-point stencil, error of order d^4

# ---- source strength, logarithm, tail, unphysical region ----
source3 = 2 * mp.pi * 1e-6 * green3(u, mp.mpf(1e-6))
assert abs(source3 - 1) < 1e-4
log_coeff = (half_step_down(green3, u, 1e-4)
             - half_step_down(green3, u, 1e-3)) / mp.log(10)
assert abs(log_coeff - 1 / mp.pi) < 1e-4
tail = mp.log(abs(green3(u, mp.mpf(2e6)) / green3(u, mp.mpf(1e6)))) / mp.log(2)
assert abs(tail - (2 * nu - 2)) < 1e-4
physical = 2 * mp.quad(lambda t: green3(u, v * mp.cosh(t)) * v * mp.cosh(t),
                       [0, mp.acosh(u / v)])
outside = (G[2] - physical) / G[2]
assert abs(outside) > 1e-4   # stopping at v = u would give a wrong result

# ---- free particle ----
free3 = mp.exp(-k * v) / (2 * mp.pi * v)
free2 = half_step_down(lambda uu, V: mp.exp(-k * V) / (2 * mp.pi * V),
                       u, v, 0.2, 8.0)
assert rel(free2, mp.besselk(0, k * v) / mp.pi) < 1e-9

print(f"nuclear charge Z = {Z}")
print(f"decay constant k = {k} bohr^-1")
print(f"energy E = {energy:.4f} hartree")
print(f"nu = Z/k = {float(nu):.6f}")
print(f"D=2 ground-state energy (nu=1/2) = {-(Z / 0.5)**2 / 2:.4f} hartree")
print(f"first geometry r1, r2 = {r1}, {r2} bohr; cos(angle) = {cos12}")
print(f"second geometry r1, r2 = {q1}, {q2} bohr; cos(angle) = {cos_q:.6f}")
print(f"u = {u:.4f} bohr, v = {v:.4f} bohr")
print(f"x = u+v = {u + v:.4f} bohr, y = u-v = {u - v:.4f} bohr")
for name, val in zip(("A(kx)", "A'(kx)", "B(ky)", "B'(ky)"), factors(u, v)):
    print(f"{name} = {float(val):.8f}")
print(f"Gamma(1-nu) = {float(mp.gamma(a)):.8f}")
print(f"exp(-k u) = {float(mp.exp(-k * u)):.8e}")
print(f"G_1 closed = {float(G1):.8e} hartree^-1 bohr^-1")
origin = {2: "half-derivative", 3: "closed", 4: "half-derivative", 5: "closed"}
for D in G:
    unit = f"hartree^-1 bohr^-{D}"
    print(f"G_{D} {origin[D]} = {float(G[D]):.8e} {unit}")
    print(f"G_{D} partial waves, first geometry = {waves[D]:.8e} {unit}")
    print(f"G_{D} partial waves, second geometry = {waves_q[D]:.8e} {unit}")
print(f"G_3 from numerical dG_1/dv = {float(step3):.8e} hartree^-1 bohr^-3")
print(f"G_4 from numerical dG_2/dv = {float(step4):.8e} hartree^-1 bohr^-4")
print(f"G_5 from numerical dG_3/dv = {float(step5):.8e} hartree^-1 bohr^-5")
print(f"largest relative deviation, radial grid = {grid_dev:.1e}")
print(f"2 pi v G_3 at v = 1e-6 bohr = {float(source3):.7f}")
print(f"coefficient of -ln v in G_2 = {float(log_coeff):.6f}")
print(f"1/pi = {float(1 / mp.pi):.6f}")
print(f"tail exponent of G_3 in v = {float(tail):.6f}")
print(f"2 nu - 2 = {float(2 * nu - 2):.6f}")
print(f"G_2 integral, part v<u = {float(physical):.8e} hartree^-1 bohr^-2")
print(f"share of G_2 integral from v>u = {100 * float(outside):.4f} percent")
print(f"free G_2 = {float(free2):.8e} hartree^-1 bohr^-2")
print(f"free G_3 = {float(free3):.8e} hartree^-1 bohr^-3")
print("every check passed")
```

Printed output:

```
nuclear charge Z = 1
decay constant k = 3 bohr^-1
energy E = -4.5000 hartree
nu = Z/k = 0.333333
D=2 ground-state energy (nu=1/2) = -2.0000 hartree
first geometry r1, r2 = 0.6, 1.0 bohr; cos(angle) = 0.6
second geometry r1, r2 = 0.5, 1.1 bohr; cos(angle) = 0.745455
u = 1.6000 bohr, v = 0.8000 bohr
x = u+v = 2.4000 bohr, y = u-v = 0.8000 bohr
A(kx) = 1.98670080
A'(kx) = 0.08469788
B(ky) = 6.74528975
B'(ky) = 6.39763900
Gamma(1-nu) = 1.35411794
exp(-k u) = 8.22974705e-03
G_1 closed = 4.97799894e-02 hartree^-1 bohr^-1
G_2 half-derivative = 4.25522844e-02 hartree^-1 bohr^-2
G_2 partial waves, first geometry = 4.25522844e-02 hartree^-1 bohr^-2
G_2 partial waves, second geometry = 4.25522844e-02 hartree^-1 bohr^-2
G_3 closed = 2.69123635e-02 hartree^-1 bohr^-3
G_3 partial waves, first geometry = 2.69123635e-02 hartree^-1 bohr^-3
G_3 partial waves, second geometry = 2.69123635e-02 hartree^-1 bohr^-3
G_4 half-derivative = 2.16371337e-02 hartree^-1 bohr^-4
G_4 partial waves, first geometry = 2.16371336e-02 hartree^-1 bohr^-4
G_4 partial waves, second geometry = 2.16371336e-02 hartree^-1 bohr^-4
G_5 closed = 1.95489106e-02 hartree^-1 bohr^-5
G_5 partial waves, first geometry = 1.95489106e-02 hartree^-1 bohr^-5
G_5 partial waves, second geometry = 1.95489106e-02 hartree^-1 bohr^-5
G_3 from numerical dG_1/dv = 2.69123635e-02 hartree^-1 bohr^-3
G_4 from numerical dG_2/dv = 2.16371317e-02 hartree^-1 bohr^-4
G_5 from numerical dG_3/dv = 1.95489106e-02 hartree^-1 bohr^-5
largest relative deviation, radial grid = 4.0e-06
2 pi v G_3 at v = 1e-6 bohr = 0.9999975
coefficient of -ln v in G_2 = 0.318308
1/pi = 0.318310
tail exponent of G_3 in v = -1.333333
2 nu - 2 = -1.333333
G_2 integral, part v<u = 3.59473823e-02 hartree^-1 bohr^-2
share of G_2 integral from v>u = 15.5219 percent
free G_2 = 2.23508740e-02 hartree^-1 bohr^-2
free G_3 = 1.80477634e-02 hartree^-1 bohr^-3
every check passed
```
